# Two 60-Degree Misfit Dislocations Combining into an Edge Dislocation

## Problem

A film of a cubic semiconductor with the diamond or zincblende structure and lattice constant \(a\) lies on a (001) substrate. Two parallel, straight dislocations have the Burgers vectors

\[
\mathbf b_1=\tfrac a2[101],\qquad \mathbf b_2=\tfrac a2[01\bar1],
\]

both defined with the same line sense \(\mathbf u=[1\bar10]/\sqrt2\), which lies in the interface.

1. Show that both are 60-degree dislocations, that they combine into an edge dislocation \(\mathbf b_3=\tfrac a2[110]\), and that the total squared Burgers length is halved. Does the result depend on the line direction?
2. Compare the misfit relieved before and after, and find the three glide planes.
3. In isotropic elasticity, is the energy of isolated lines halved as well?
4. Find the energy released when a pair at separation \(d\) combines. Evaluate it for germanium on silicon with these rough typical values: \(a=0.566\) nm; elastic constants \(c_{11},c_{12},c_{44}=129,48,67\) GPa; film thickness 100 nm; \(d=10\) nm; core radius \(r_0=b/4\). Estimate what the model neglects.

## Solution

### 1. The Burgers vectors

A Burgers circuit around both lines collects both closure failures. With a common line sense, the vectors therefore add:

\[
\mathbf b_1+\mathbf b_2=\tfrac a2[1+0,\;0+1,\;1-1]=\tfrac a2[110]=\mathbf b_3 .
\]

Each of the three vectors has two components of size \(a/2\), so \(b_1^2=b_2^2=b_3^2=b^2=a^2/2\). Hence

\[
b_1^2+b_2^2=a^2\quad\longrightarrow\quad b_3^2=\frac{a^2}{2}.
\]

The reduction comes from the cross term: \(\mathbf b_1\cdot\mathbf b_2=\frac{a^2}{4}(0+0-1)=-\frac{a^2}{4}\), so \(b_3^2=\frac{a^2}{2}+\frac{a^2}{2}-\frac{a^2}{2}\). If the sense of one line is reversed, its Burgers vector changes sign. The sum becomes a difference with squared length \(3a^2/2\), which is why the common sense must be stated.

The character follows from the angle between \(\mathbf b\) and \(\mathbf u\):

\[
\frac{\mathbf b_1\cdot\mathbf u}{b}=\frac{1}{\sqrt2\sqrt2}=\frac12,\qquad
\frac{\mathbf b_2\cdot\mathbf u}{b}=-\frac12,\qquad
\mathbf b_3\cdot\mathbf u=0 .
\]

The angles are 60, 120 and 90 degrees. At 120 degrees the acute angle between the Burgers vector and the line is again 60 degrees; only the sign of the screw part differs. Both reactants are therefore 60-degree dislocations, and the product is pure edge.

The line direction matters. A \(\langle110\rangle\) line at 60 degrees to both vectors must have a scalar product \(\pm1\) with both \([101]\) and \([01\bar1]\). Of the six \(\langle110\rangle\) lines, \([101]\), \([10\bar1]\), \([011]\) and \([01\bar1]\) fail, because one of their products is 0 or \(\pm2\). This leaves \([1\bar10]\) and \([110]\). Along \([110]\) the squared length is halved too, but \(\mathbf b_3\) is parallel to the line and the product is a **screw** dislocation. The edge result requires \([1\bar10]\).

### 2. Misfit relief and glide planes

Subtracting the screw part \((\mathbf b\cdot\mathbf u)\mathbf u\) leaves the edge parts

\[
\mathbf b_{1,e}=\tfrac a4[112],\qquad \mathbf b_{2,e}=\tfrac a4[11\bar2].
\]

Along \([110]\), each contributes \(a/(2\sqrt2)=b/2\). These are the components that relieve misfit, and they add to \(b\). The parts along [001], \(+a/2\) and \(-a/2\), cancel, as do the screw parts. One edge dislocation thus relieves as much misfit as the two lines it replaces.

A glide plane contains both \(\mathbf b\) and \(\mathbf u\), so its normal is along \(\mathbf b\times\mathbf u\):

\[
[101]\times[1\bar10]=[11\bar1],\qquad
[01\bar1]\times[1\bar10]=[\bar1\bar1\bar1].
\]

The reactants glide on \((11\bar1)\) and \((111)\), each inclined to the interface by \(\arccos(1/\sqrt3)=54.7^\circ\). The two normals add to \([00\bar2]\), so the product's glide plane is (001). This is not one of the \(\{111\}\) slip planes, and the product cannot leave the interface by ordinary slip.

The geometry also restricts how the product forms. If both lines already lie in the interface at different places, their glide planes cross away from it, and joining at the interface needs climb. Glide suffices if one line lies at the interface and the other moves down a \(\{111\}\) plane that passes through the first.

### 3. Energy of isolated lines

Take an infinite isotropic solid with shear modulus \(\mu\) and Poisson ratio \(\nu\), and count the elastic energy per unit length between radii \(r_0\) and \(R\). The formulas hold in atomic units or any other consistent set.

**Screw part.** The displacement \(b_s\theta/2\pi\) along the line gives the shear strain \(b_s/(2\pi r)\). The energy is

\[
\int_{r_0}^{R}\frac{\mu}{2}\left(\frac{b_s}{2\pi r}\right)^2 2\pi r\,dr=\frac{\mu b_s^2}{4\pi}\ln\frac R{r_0}.
\]

**Edge part.** Measure \(\theta\) from the direction of the edge component \(b_e\), and try

\[
\sigma_{rr}=\sigma_{\theta\theta}=-\frac{D\sin\theta}{r},\qquad \sigma_{r\theta}=\frac{D\cos\theta}{r}.
\]

Equilibrium holds in both directions:

\[
\partial_r\sigma_{rr}+\frac{\partial_\theta\sigma_{r\theta}}r+\frac{\sigma_{rr}-\sigma_{\theta\theta}}r=\frac{D\sin\theta-D\sin\theta}{r^2}=0,
\]

\[
\partial_r\sigma_{r\theta}+\frac{\partial_\theta\sigma_{\theta\theta}}r+\frac{2\sigma_{r\theta}}r=\frac{(-1-1+2)D\cos\theta}{r^2}=0 .
\]

The net force on a circle also vanishes. Its components are proportional to the integrals of \(-2\sin\theta\cos\theta\) and \(\cos^2\theta-\sin^2\theta\) over a full turn, so the core carries no applied line force.

To find \(D\), obtain the displacements. In plane strain, Hooke's law reads \(2\mu e_{ij}=\sigma_{ij}-\nu(\sigma_{rr}+\sigma_{\theta\theta})\delta_{ij}\). With \(k=D(1-2\nu)/2\mu\),

\[
e_{rr}=e_{\theta\theta}=-\frac{k\sin\theta}{r},\qquad 2e_{r\theta}=\frac{D\cos\theta}{\mu r}.
\]

Integrating \(e_{rr}=\partial_ru_r\), and then \(\partial_\theta u_\theta=re_{\theta\theta}-u_r\), gives

\[
u_r=-k\sin\theta\ln r+F'(\theta),\qquad u_\theta=k\cos\theta(1-\ln r)-F(\theta),
\]

where a rigid rotation has been dropped. Insert these into \(2e_{r\theta}=\frac1r\partial_\theta u_r+\partial_ru_\theta-\frac{u_\theta}r\). The logarithms cancel, leaving \((F''+F-2k\cos\theta)/r\), so

\[
F''+F=\left(\frac D\mu+2k\right)\cos\theta=\frac{2D(1-\nu)}{\mu}\cos\theta .
\]

Since \((\theta\sin\theta)''+\theta\sin\theta=2\cos\theta\), a solution is \(F=\frac{D(1-\nu)}\mu\,\theta\sin\theta\). From \(\theta=0\) to \(2\pi\), \(u_\theta\) returns to its value while \(u_r\) grows by \(2\pi D(1-\nu)/\mu\). This growth must equal \(b_e\), so \(D=\mu b_e/[2\pi(1-\nu)]\).

The energy density is

\[
\tfrac12(\sigma_{rr}e_{rr}+\sigma_{\theta\theta}e_{\theta\theta}+2\sigma_{r\theta}e_{r\theta})
=\frac{D^2}{2\mu r^2}\left[(1-2\nu)\sin^2\theta+\cos^2\theta\right].
\]

The bracket integrates to \(2\pi(1-\nu)\) over the angle. Multiplying by \(r\,dr\) and integrating gives

\[
\frac{\pi(1-\nu)D^2}{\mu}\ln\frac R{r_0}=\frac{\mu b_e^2}{4\pi(1-\nu)}\ln\frac R{r_0}.
\]

Screw stresses do no work on edge strains, or the reverse, because they involve different strain components. Therefore

\[
E=K\ln\frac R{r_0},\qquad K=\frac{\mu}{4\pi}\left(b_s^2+\frac{b_e^2}{1-\nu}\right).
\]

Each 60-degree line has \(b_s^2=a^2/8\) and \(b_e^2=3a^2/8\). The product has \(b_s=0\) and \(b_e^2=a^2/2\). Thus

\[
K_1=K_2=\frac{\mu a^2(4-\nu)}{32\pi(1-\nu)},\qquad K_3=\frac{\mu a^2}{8\pi(1-\nu)},\qquad
\frac{K_3}{K_1+K_2}=\frac{2}{4-\nu}.
\]

For equal \(R\) and \(r_0\), the energy is halved at \(\nu=0\). For positive \(\nu\) the saving is smaller, because edge character costs more than screw character and the product is all edge. At the incompressible limit \(\nu=1/2\) the ratio is \(4/7\). For the other line direction, \([110]\), the screw product has \(K_3=\mu a^2/8\pi\), and the ratio is \(2(1-\nu)/(4-\nu)\), below one half for positive \(\nu\).

### 4. Energy released by a pair

Let \(r_0\ll d\ll R\). Dislocation stresses fall as \(1/r\), so enlarging \(r_0\), \(d\) and \(R\) by one factor leaves the energy per length unchanged:

\[
\frac{\partial E}{\partial\ln d}=-\frac{\partial E}{\partial\ln R}-\frac{\partial E}{\partial\ln r_0}.
\]

Far away, the pair acts as one dislocation \(\mathbf b_3\), so \(\partial E/\partial\ln R=K_3\). Close to the cores the lines act separately, so \(\partial E/\partial\ln r_0=-(K_1+K_2)\). Hence

\[
\frac{\partial E}{\partial\ln d}=K_1+K_2-K_3=\frac{\mu a^2(2-\nu)}{16\pi(1-\nu)}>0 .
\]

The radial force is attractive for every direction of the separation. Continuing this law down to \(d=r_0\), where the core takes over, gives the release

\[
\Delta E=(K_1+K_2-K_3)\ln\frac d{r_0}.
\]

**Numbers.** Averaging the cubic constants over orientations (Voigt average) gives

\[
\mu=\frac{c_{11}-c_{12}+3c_{44}}5=56.4\ \text{GPa},\qquad \nu=0.199 .
\]

With \(b=0.400\) nm and \(r_0=0.100\) nm, \(K_1=K_2=5.325\) eV/nm and \(K_3=5.604\) eV/nm. For isolated lines with \(R=100\) nm,

\[
2(5.325)(6.907)=73.6\ \text{eV/nm}\quad\longrightarrow\quad 5.604(6.907)=38.7\ \text{eV/nm},
\]

a ratio of 0.526. For the pair at 10 nm,

\[
\Delta E=(10.650-5.604)\ln\frac{10}{0.1001}=5.046\times4.604\approx23\ \text{eV/nm},
\]

or 2.3 eV/angstrom.

**Neglected effects.** One large correction comes from splitting into partials. On its glide plane, \(\frac a2[101]\) can split into \(\frac a6[2\bar11]+\frac a6[112]\), joined by a stacking fault of energy \(\gamma\). The partials have \(b_s^2=a^2/8,\ b_e^2=a^2/24\) and \(b_s^2=0,\ b_e^2=a^2/6\), so splitting lowers the sum of \(K\) by

\[
X=\frac{\mu a^2}{4\pi(1-\nu)}\left(\frac38-\frac1{24}-\frac16\right)=\frac{\mu a^2}{24\pi(1-\nu)}=1.87\ \text{eV/nm}.
\]

By the scaling argument above, the energy at partial spacing \(w\) is \(-X\ln(w/r_0)+\gamma w\). Its minimum is at \(w=X/\gamma\), where the gain is \(X[\ln(w/r_0)-1]\). A rough \(\gamma=60\) mJ/m² gives \(w=5.0\) nm and a gain of 10.9 eV/nm for both lines. If the product stays unsplit, the release drops to about 12 eV/nm. This keeps the same \(r_0\) for the partials. If their core radius is instead a quarter of their own, shorter Burgers length, the gain is about 7 eV/nm and the release about 16 eV/nm. Both are estimates, since \(w\) is not small compared with \(d\). The residual misfit stress considered below also pushes the two partials unequally. Half the difference in force, about 23 mJ/m², adds to \(\gamma\) or subtracts from it. The stacking sequence fixes the order of the partials. In a compressed (001) film such as germanium on silicon the 30-degree partial leads, and \(w\) narrows to about 3.6 nm. In a film under tension the 90-degree partial leads, and \(w\) widens to about 8.1 nm. These widths hold for a line far from its partner. At \(d=10\) nm the attraction between the lines, about 80 mJ/m², exceeds \(\gamma\) and also acts unequally on the partials.

Other effects include:

- **Direction of the separation.** The interaction of the edge parts also contains the term \(-\frac{\mu}{2\pi(1-\nu)}(\mathbf b_{1,e}\cdot\mathbf m)(\mathbf b_{2,e}\cdot\mathbf m)\), where \(\mathbf m\) is the unit vector normal to both the separation and the lines. It does not depend on \(d\), and it vanishes when the separation lies in the glide plane of either reactant, the case to which the 23 eV/nm refers. For lines side by side in the interface it adds \(K_3=5.6\) eV/nm to the release; for one line directly above the other it removes \(K_3/2=2.8\) eV/nm.
- **Core radius.** Taking \(r_0=b\), with no splitting, lowers the release from 23 to 16 eV/nm.
- **Elastic anisotropy.** The cubic constants give 20.6 eV/nm, about 11% below the isotropic value, and an isolated-line ratio of 0.567.
- **Misfit stress.** A residual strain \(\varepsilon=0.5\%\) gives \(\sigma=2\mu\varepsilon(1+\nu)/(1-\nu)=0.845\) GPa. If the second line glides 10 nm down to the first, it descends 8.16 nm, and the stress does work \(\sigma(b/2)(8.16\ \text{nm})=8.6\) eV/nm. With the cubic constants, a (001) film has a stress of only 0.71 GPa, and the work is 7.2 eV/nm. This helps the approach, but would be gained without the first line too.
- **Free surface.** A screw line at depth \(z\) is pulled by an opposite image at distance \(2z\), with force \(K/z\). Using \(K_2\) for size, the descent costs \(5.325\ln(100/91.84)=0.45\) eV/nm.
- **Stiffer substrate.** Silicon has a larger shear modulus than germanium and repels a line in the film. The image formula for a screw line, with \(K_2\) for size and an image strength of about 0.1, gives a cost of roughly 2 eV/nm for the descent of a lone line. The substrate also strengthens the field of the first line, which lies at the interface, by about the same 10%, and this adds a little over 2 eV/nm to the work of attraction. The two nearly cancel. In isotropic two-material elasticity, with \(\mu=68\) GPa and \(\nu=0.22\) for silicon, the release falls by only about 0.2 eV/nm.
- **Temperature.** At 900 K, \(k_BT=0.078\) eV, against a release of 9.3 eV per 0.400 nm repeat of the line. Thermal energy does not overturn the energy balance, but this says nothing about the rate of climb or of any barrier.

**The real film.** Edge dislocations of this type do occur at relaxed germanium–silicon interfaces. There, the assumption of isolated lines fails. Relaxing a misfit of roughly 4% to 0.5% needs edge lines about \(0.400/0.035\approx11\) nm apart. Beyond that distance their summed stress is nearly uniform and offsets the misfit stress, so the \(1/r\) field of a single line does not reach across the film.

For a regular array with spacing \(s\), the shear stress on the interface between neighbouring lines is \((\pi D/s)\cot(\pi x/s)\), and the mismatch across it is \(b(\frac12-x/s)\). Half the integral of their product from \(r_0\) to \(s-r_0\) is \(K_3\ln[s/(2\pi r_0)]\) for \(r_0\ll s\). The outer radius is thus effectively \(s/2\pi\approx1.8\) nm, and the energy per edge line is about 16 eV/nm instead of 38.7 eV/nm. This integral leaves out the work done on the core surfaces, which lowers the strain energy outside the cores by a little under 1 eV/nm. The isolated-line ratio should not be carried over to the array, because 60-degree lines relieving the same misfit lie closer together. Since \(d\) is comparable to the line spacing, the pair release is only an order-of-magnitude estimate for such a film. The halving of the squared Burgers length is vector algebra and needs none of these elastic assumptions. The numerical output below lists the main values.

## Numbers as computed

```
sum of Burgers vectors, in a/2: [1, 1, 0]
60-deg line [1, -1, 0] product angle: 90 deg
60-deg line [1, 1, 0] product angle: 0 deg
angle b1 to line: 60 deg
angle b2 to line: 120 deg
angle b3 to line: 90 deg
glide planes b1, b2, b3: [[1, 1, -1], [1, 1, 1], [0, 0, 1]]
{111} plane to interface: 54.7 deg
lattice constant: 0.566 nm
Burgers length: 0.4002 nm
total b^2 before: 0.3204 nm^2
total b^2 after: 0.1602 nm^2
ratio after/before: 0.500
b^2 with one sense reversed, over a^2: 1.500
b1 along [110],[001],[1-10]: 0.2001 0.2830 0.2001 nm
b2 along [110],[001],[1-10]: 0.2001 -0.2830 -0.2001 nm
b3 along [110],[001],[1-10]: 0.4002 0.0000 0.0000 nm
c11, c12, c44: 129, 48, 67 GPa
shear modulus: 56.4 GPa
Poisson ratio: 0.199
core radius b/4: 0.1001 nm
film thickness = outer radius: 100 nm
K of each 60-deg dislocation: 5.325 eV/nm
K of edge dislocation: 5.604 eV/nm
energy of two isolated 60-deg: 73.56 eV/nm
energy of one isolated edge: 38.71 eV/nm
energy ratio: 0.5262
pair separation: 10 nm
K1+K2-K3: 5.046 eV/nm
attraction at this separation: 0.505 eV/nm^2
energy released: 23.23 eV/nm
energy released, converted: 2.323 eV/angstrom
release, anisotropic: 20.60 eV/nm
anisotropic K3/(K1+K2): 0.5665
release, core radius b: 16.24 eV/nm
stacking-fault energy: 60 mJ/m^2
splitting coefficient X: 1.868 eV/nm
partial spacing: 4.99 nm
splitting gain, both 60-deg: 10.87 eV/nm
release less splitting gain: 12.36 eV/nm
residual misfit strain: 0.50 %
residual misfit stress: 0.845 GPa
height descended on {111}: 8.16 nm
misfit-stress work: 8.62 eV/nm
free-surface cost: 0.45 eV/nm
growth temperature: 900 K
thermal energy kT: 0.0776 eV
line repeat length: 0.4002 nm
release per line repeat: 9.30 eV
```
